# Branch strengths of 2Pi–2Sigma transitions between Hund's cases a and b, part 2

How does rotation change the satellite lines of a transition between a $^2\Pi$ state (upper, angular momentum $J$) and a $^2\Sigma$ state (angular momentum $K$)? Part 1 derived the strengths $S$, the squared dipole matrix elements summed over all magnetic sublevels. They are given here in units of $\mu_\perp^2$, the squared perpendicular electronic moment.

Lines $P_{ij}$, $Q_{ij}$, $R_{ij}$ have $J-K=-1,0,+1$. The first index is the $^2\Pi$ component, the second the $^2\Sigma$ component. Main lines ($i=j$) have $h=+1$, satellites ($i\ne j$) $h=-1$. In $^2\Pi$, $F_1$ is the lower level ($s=+1$) and $F_2$ the higher ($s=-1$). In $^2\Sigma$, $F_1$ has $N=K-\tfrac12$ and $F_2$ has $N=K+\tfrac12$, where $N$ is the angular momentum without spin.

With spin-orbit constant $A$ and rotational constant $B$, $Y=A/B$, $x=J+\tfrac12$ and $X=\sqrt{(Y-2)^2+4(x^2-1)}$. The model assumes a rigid rotor, constant $A$, no spin-rotation term in $^2\Pi$, a moment independent of spin and rotation, and no mixing with other electronic states.

The $2\times2$ matrix of Part 1, for axial projections $\Omega=\tfrac12,\tfrac32$, has the elements

$$H_{1/2}=B\left(x^2-\tfrac Y2\right),\qquad H_{3/2}=B\left(x^2-2+\tfrac Y2\right),$$

and $H_{1/2,3/2}=-B\sqrt{x^2-1}$. For $J\ge\tfrac32$ its levels are

$$E=B\left(x^2-1-\tfrac{s}{2}X\right).$$

The real coefficients $a$ ($\Omega=\tfrac12$) and $b$ ($\Omega=\tfrac32$) satisfy $a^2+b^2=1$, $a^2-b^2=s(Y-2)/X$ and $2ab=2s\sqrt{x^2-1}/X$. The mean axial spin projection is $\langle\Sigma\rangle=-s(Y-2)/(2X)$. At $J=\tfrac12$ only one level exists, with $a=1$, $b=0$.

For $J\ge\tfrac32$ the strengths are

$$R_{ij}=\frac{x}{2x-1}\left[x-\frac{s(Y-2)}X+hG\right],\qquad P_{ij}=\frac{x}{2x+1}\left[x+\frac{s(Y-2)}X+hG\right],$$

$$Q_{ij}=\frac{4x}{4x^2-1}\left[x^2-\frac12+\frac{s(Y-2)}{2X}+hxG\right],\qquad G=\frac{2(x^2-1)}X .$$

The six lines of one $^2\Pi$ component, both parities included, add up to $4x$.

### 2.2 The satellite share and its fall with J

Set $h=-1$ and add the three satellites of one component. The $R$ and $P$ lines combine with $\frac1{2x-1}+\frac1{2x+1}=\frac{4x}{4x^2-1}$ and $\frac1{2x-1}-\frac1{2x+1}=\frac2{4x^2-1}$:

$$R+P=\frac{x}{4x^2-1}\left[4x(x-G)-\frac{2s(Y-2)}X\right],$$

$$Q=\frac{x}{4x^2-1}\left[4x^2-2+\frac{2s(Y-2)}X-4xG\right].$$

The terms in $s$ cancel. The sum is $x(8x^2-2-8xG)/(4x^2-1)$, and division by $4x$ gives the satellite share

$$f=\frac12\left[1-\frac{8x(x^2-1)}{(4x^2-1)X}\right],$$

which is the same for $F_1$ and $F_2$.

The share falls with $J$ at every fixed $Y$. To show this, write $f=\tfrac12(1-8g)$ with $g=x(x^2-1)/[(4x^2-1)X]$, and put $u=x^2>1$. Since $dX/dx=4x/X$,

$$x\frac{d\ln g}{dx}=1+\frac{2u}{u-1}-\frac{2u}{u-\frac14}-\frac{4u}{X^2}.$$

Because $X^2\ge4(u-1)$, the last term subtracts at most $u/(u-1)$. Hence

$$x\frac{d\ln g}{dx}\ge1+\frac u{u-1}-\frac{2u}{u-\frac14}=\frac1{u-1}-\frac1{2(u-\frac14)}>0 .$$

The equality follows from $\frac u{u-1}=1+\frac1{u-1}$ and $\frac{2u}{u-1/4}=2+\frac{1/2}{u-1/4}$. So $g$ rises and $f$ falls.

The cause can be read from the amplitudes. The terms without $h$ treat main lines and satellites alike, and the interference of $\Omega=\tfrac12$ with $\Omega=\tfrac32$ distinguishes them. It is constructive for main lines and destructive for satellites. Its size is set by $2ab$, which exists because the rotational coupling mixes the two projections. If that coupling is powerless against the spin-orbit energy, $|Y|\to\infty$ at fixed $J$, then $X\to|Y|$ and $f\to\tfrac12$: in case a, half the strength lies in satellites at every such $J$. With $Y=10^4$ the computed share at $J=4.5$ is 0.4995.

For $|Y|\gg1$ and $x\gg1$, the share depends on one ratio:

$$f\simeq\frac12\left[1-\frac{2x}{\sqrt{4x^2+Y^2}}\right].$$

The change from case a to case b therefore takes place around $2x\approx|Y|$, where this approximation gives $f\simeq0.15$.

### 2.3 High rotation and the case b limit

Since $X^2=4x^2+Y^2-4Y$, for $x\gg|Y|$ and $x\gg1$

$$\frac1X\simeq\frac1{2x}\left[1-\frac{Y^2-4Y}{8x^2}\right].$$

In $f$ this is multiplied by $8x(x^2-1)/(4x^2-1)\simeq2x\,[1-3/(4x^2)]$, so

$$f\simeq\frac12\left[\frac3{4x^2}+\frac{Y^2-4Y}{8x^2}\right]=\frac{(Y-2)^2+2}{16x^2}.$$

The individual satellites follow from $G\simeq x-\frac1x\left[1+\frac{Y^2-4Y}8\right]$ and $(Y-2)/X\simeq(Y-2)/(2x)$. With $Y^2-4Y=(Y-2)^2-4$, the bracket of an $R$ satellite becomes

$$\frac1x\left[\frac12+\frac{(Y-2)^2}8-\frac{s(Y-2)}2\right]=\frac{(Y-2-2s)^2}{8x}.$$

The prefactor tends to $\tfrac12$. The $P$ satellites have $s$ reversed, and in the $Q$ satellites the term in $s$ is of higher order. To leading order

$$R_{21},P_{12}\simeq\frac{Y^2}{16x},\qquad R_{12},P_{21}\simeq\frac{(Y-4)^2}{16x},\qquad Q_{12},Q_{21}\simeq\frac{(Y-2)^2}{8x}.$$

Main $R$ and $P$ lines grow as $x$ and main $Q$ lines as $2x$. The fading is thus a loss of relative strength as $1/x^2$, while the absolute satellite strength eventually falls as $1/x$. Where a leading coefficient vanishes, this law does not apply. For $J\ge\tfrac32$, $R_{21}$ and $P_{12}$ are exactly zero at $Y=0$, as are $R_{12}$ and $P_{21}$ at $Y=4$. The $Q$ satellites at $Y=2$ do not vanish: there $X=2\sqrt{x^2-1}$, their bracket is $x^2-\tfrac12-x\sqrt{x^2-1}\simeq1/(8x^2)$, and their strength falls as $1/(8x^3)$.

Pure case b does not remove every satellite. At $Y=0$, $X=2x$ and

$$f=\frac12\left[1-\frac{4(x^2-1)}{4x^2-1}\right]=\frac3{2(4x^2-1)} .$$

This remainder comes from adding the spin to $N$. A line with an allowed change of $N$ can have $J$ change by a different amount, and such lines weaken as $N$ becomes large compared with the spin.

### 2.4 Two satellites that measure the spin coupling

This section concerns $J\ge\tfrac32$; the single level at $J=\tfrac12$ has $N=1$ with no other $N$ to mix. In case b labels, with $N=J-\tfrac12$ for $^2\Pi$ $F_1$ and $J+\tfrac12$ for $F_2$, the change of $N$ is $\Delta N=(J-K)+i-j$. This gives $+2$ for $R_{21}$ and $-2$ for $P_{12}$. The dipole is a vector that leaves the spin alone, so between states of pure $N$ it allows $|\Delta N|\le1$. These two branches can draw strength only from the other value of $N$ mixed into the $^2\Pi$ level.

The weight $w$ of that wrong $N$ follows from comparing the level with the level at $Y=0$, where $N$ is good. There $a_0^2-b_0^2=-s/x$ and $2a_0b_0=s\sqrt{x^2-1}/x$. The squared overlap of two real unit vectors is

$$(aa_0+bb_0)^2=\tfrac12\left[1+(a^2-b^2)(a_0^2-b_0^2)+(2ab)(2a_0b_0)\right].$$

Inserting the values gives

$$1-w=\frac12\left[1-\frac{Y-2}{xX}+\frac{2(x^2-1)}{xX}\right],\qquad w=\frac12\left[1-\frac{2x^2-Y}{xX}\right].$$

For both $R_{21}$ and $P_{12}$ the strength bracket is

$$x+\frac{Y-2}X-\frac{2(x^2-1)}X=x-\frac{2x^2-Y}X=2xw ,$$

so within this model, without any high-$J$ approximation,

$$R_{21}=\frac{2x^2}{2x-1}\,w,\qquad P_{12}=\frac{2x^2}{2x+1}\,w .$$

Both vanish at $Y=0$. At high $J$, $\frac{2x^2-Y}{xX}\simeq1-\frac Y{2x^2}-\frac{Y^2-4Y}{8x^2}$, hence $w\simeq Y^2/(16x^2)$. Rotation restores $N$ as a good quantum number, and these two branches lose relative strength in proportion.

The decline of $w$ need not start at the lowest $J$. Differentiating $C=(2x-Y/x)/X$, with $w=\tfrac12(1-C)$,

$$X^3\frac{dC}{dx}=\left(2+\frac Y{x^2}\right)(4x^2+Y^2-4Y)-4x\left(2x-\frac Yx\right)=\frac{Y^2(2x^2+Y-4)}{x^2}.$$

For $Y\neq0$, $w$ falls with $x$ when $2x^2>4-Y$. For $Y<-4$ this condition fails at $x=2$, so $w$ as a function of continuous $x$ first rises and then falls. The actual levels, at integer $x$, show the rise only if the turning point lies far enough above $x=2$, which requires $Y$ below about $-7.8$. For $Y=-40$ the turning point is $x=\sqrt{22}=4.69$. The computed weight is 0.215 at $J=1.5$, largest at $J=4.5$ with 0.291, and 0.052 at $J=39.5$.

The pair $R_{21}+P_{12}$ takes the fraction $x^2w/(4x^2-1)$ of the strength of both components. In this case that fraction goes from $4(0.2153)/15=0.057$ to $25(0.2913)/99=0.074$ and ends at $1600(0.0517)/6399=0.013$. The total share $f$ falls throughout, because the other satellites more than compensate for the initial rise.

### 2.5 The special ratios Y = 0, 2 and 4

Replacing $Y$ by $4-Y$ reverses $Y-2$ and leaves $X$ unchanged. In the strengths this is the same as reversing $s$ at fixed $h$. Therefore

$$R_{12}(Y)=R_{21}(4-Y),\qquad P_{12}(Y)=P_{21}(4-Y),$$

and likewise for the $Q$ satellites. For $J\ge\tfrac32$ the level energies, in units of $B$ and measured as in Part 1, contain $Y$ only through $X$. They do not distinguish $Y$ from $4-Y$, but intensities do. The single level at $J=\tfrac12$ is an exception: its energy $B(1-Y/2)$ is $+B$ at $Y=0$ and $-B$ at $Y=4$. At $Y=0$ and $J=4.5$, $R_{21}=0$ and $R_{12}=0.2222$. At $Y=4$ the two values are exchanged. The share $f=0.01515$ is the same in both cases. From $J=\tfrac32$ upward, a $^2\Pi$ state with $Y=4$ thus has the level pattern of pure case b, although $N$ is not exactly good. With $X=2x$ the weight of the wrong $N$ is $w=1/x^2$, which is 0.25 at $J=1.5$ and 0.04 at $J=4.5$.

At fixed $J$, $f$ is smallest where $X$ is smallest, at $Y=2$. The diagonal energies of $\Omega=\tfrac12$ and $\tfrac32$ then coincide, both have equal weight, and the interference is strongest. At $J=4.5$, $f$ is 0.00515 for $Y=2$. A small total share is therefore not proof of pure case b. The lines with $|\Delta N|=2$ answer that question.

### 2.6 Worked example

Take the model parameters $B=10\ \mathrm{cm^{-1}}$ and $A=200\ \mathrm{cm^{-1}}$, so $Y=20$. They represent no particular molecule. At $J=1.5$, $x=2$ and $X=\sqrt{18^2+12}=18.330$. The levels are $10(3\mp9.165)$, that is $-61.65$ and $121.65\ \mathrm{cm^{-1}}$. The development with rotation is:

| $J$ | $\langle\Sigma\rangle$ in $F_1$ | $w$ | $f$ |
|---|---|---|---|
| 1.5 | −0.491 | 0.664 | 0.413 |
| 4.5 | −0.439 | 0.354 | 0.263 |
| 9.5 | −0.335 | 0.165 | 0.130 |
| 19.5 | −0.205 | 0.055 | 0.044 |
| 39.5 | −0.110 | 0.015 | 0.012 |

At the lowest $J$ the spin is almost locked to the axis: $\langle\Sigma\rangle$ is close to $-\tfrac12$. The wrong $N$ has more than half the weight here, so $N$ is merely a label for the level. Locking alone does not fix this weight: for $Y=-20$ at the same $J$ the spin is locked just as closely, with $\langle\Sigma\rangle=0.494$ in $F_1$, but $w$ is only 0.186. For $Y=20$ both $|\langle\Sigma\rangle|$ and $w$ shrink as $J$ rises. For $Y=-20$, $|\langle\Sigma\rangle|$ also shrinks, but $w$ first rises to 0.221 at $J=2.5$ and $3.5$ and only then falls.

The share can be recovered from single lines. At $J=4.5$ the satellites of $F_1$ are $P_{12}=1.607$, $Q_{12}=2.672$ and $R_{12}=0.989$. Their sum is 5.268, and the total is $4x=20$, so $f=5.268/20=0.263$. The satellites of $F_2$ are distributed differently, 0.809, 2.495 and 1.965 for $P_{21}$, $Q_{21}$ and $R_{21}$, but have the same sum within rounding.

Absolute satellite strengths do not fall from the start. $R_{12}$ is 0.460, 0.989, 1.026 and 0.389 at $J=1.5$, 4.5, 9.5 and 39.5. Over the same levels the main line $R_{11}$ grows from 0.897 to 39.895, so the relative strength declines even where the satellite itself is still growing. The share drops below 0.25 at $J=5.5$, below 0.10 at $J=12.5$ and below 0.05 at $J=18.5$.

The high-$J$ law gives $f=326/(16x^2)$. At $J=39.5$ this is 0.0127, about 4% above the full value 0.0123 (the percentage is taken before rounding). At $J=19.5$ it is 0.0509, about 15% above 0.0444. At $J=1.5$ it gives 5.09, which is impossible for a share: the law requires $x\gg|Y|$.

### 2.7 Use and limits

With $^2\Pi$ as the upper state, the spontaneous emission rate in a line of angular frequency $\omega$, from the $\Lambda$-doublet component that parity allows, is

$$\Gamma=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\,\frac{S}{2J+1},$$

where $S$ includes $\mu_\perp^2$. Observed intensities also contain the level populations. In emission, lines that start from the same $\Lambda$-doublet component share one population, for example $R_{12}$ and $Q_{11}$ with the same $J$. Their intensity ratio needs only the frequency correction before it is compared with these formulas. For lines from different upper levels, the populations must be corrected for as well.

For satellites at high $J$ the brackets subtract nearly equal numbers. Terms of order $x$ leave a remainder of order $1/x$ in $R$ and $P$, and terms of order $x^2$ leave one of order 1 in $Q$. The relative rounding error is thus of order $x^2$ times the machine precision when the leading coefficient is of order 1. It is worse where that coefficient vanishes.

The formulas were tested against a diagonalization in the product basis $|N,\Lambda,M_N\rangle|M_S\rangle$, with strengths taken from the laboratory dipole and no case a functions. For seven values of $Y$ from $-40$ to $20$ and $J$ from 1.5 to 39.5, the largest absolute difference in a strength was $3\times10^{-11}$ in units of $\mu_\perp^2$. This agreement confirms the algebra within the model; it does not test the model's assumptions.

The model fails where another electronic state lies close enough to mix. The two $\Lambda$-doublet components can then have different eigenvectors, and transition moments of the admixed state add to the amplitude with a sign of their own. The formulas with constant $Y$ and $\mu_\perp$ also fail when $\mu_\perp$, $A$ or $B$ changes appreciably with rotation. If centrifugal terms or a spin-rotation term in the $^2\Pi$ state only change the elements of the $2\times2$ matrix of Part 1 and leave its off-diagonal element negative, the strengths keep their form with an effective $Y$ at each $J$, defined by $Y-2=\sqrt{x^2-1}\,(H_{3/2}-H_{1/2})/|H_{1/2,3/2}|$. This is in general not the ratio of $A$ to a $B$ read from the rotational energy. The proof that $f$ falls monotonically assumed constant $Y$. A dependence of the moment on $J$ changes the strengths even if the spin coupling is described correctly.

## Table of computed values

```
Model: B = 10.0 cm^-1, A = 200.0 cm^-1, Y = A/B = 20.0
Largest |numerical - formula| strength: 2.8e-11
Levels (cm^-1); Sigma1 = mean spin projection in F1 (hbar);
w = wrong-N weight; f = satellite share; f_lim = high-J law
   J       X      E(F1)      E(F2)   Sigma1       w       f   f_lim
 1.5  18.330     -61.65     121.65  -0.4910  0.6637  0.4127  5.0938
 4.5  20.494     137.53     342.47  -0.4392  0.3536  0.2634  0.8150
 9.5  26.833     855.84    1124.16  -0.3354  0.1646  0.1301  0.2037
19.5  43.818    3770.91    4209.09  -0.2054  0.0550  0.0444  0.0509
39.5  81.976   15580.12   16399.88  -0.1098  0.0151  0.0123  0.0127
Strengths (units of squared perpendicular moment), first index 2Pi
line  dN   J= 1.5   J= 4.5   J= 9.5   J=39.5 
P11  -1    1.3237   3.7366   8.5952  39.1265
Q11  +0    2.4777   7.4040  17.4061  79.0142
R11  +1    0.8969   3.5910   8.7938  39.8947
P22  -1    0.5381   2.9381   7.9563  38.9096
Q22  +0    1.9540   7.2266  17.3388  79.0087
R22  +1    2.2062   4.5669   9.4999  40.1171
P12  -2    1.0619   1.6073   1.5675   0.5965
Q12  -1    1.7794   2.6724   2.6110   0.9788
R12  +0    0.4605   0.9886   1.0264   0.3893
P21  +0    0.2763   0.8089   0.9286   0.3797
Q21  +1    1.2557   2.4950   2.5438   0.9733
R21  +2    1.7698   1.9645   1.7325   0.6116
First J with satellite share below 0.25: 5.5
First J with satellite share below 0.10: 12.5
First J with satellite share below 0.05: 18.5
Same levels, different lines, at J = 4.5 (strengths, same unit):
Y = 0: R21 = 0.0000, R12 = 0.2222, f = 0.01515
Y = 4: R21 = 0.2222, R12 = 0.0000, f = 0.01515
Y = 2: f = 0.00515 at J = 4.5
Y = 10000 (control): f = 0.4995 at J = 4.5
Y = -40: wrong-N weight 0.2153 at J = 1.5, peak 0.2913 at J = 4.5, 0.0517 at J = 39.5
```
